**Poles of force constants and response properties at Hartree–Fock instabilities in a two-orbital model**

Two electrons occupy orbitals a and b of opposite parity with integrals Jaa, Jbb, Jab, K = (ab|ab) and one-electron gap dh; a coordinate q couples a and b with strength g and has bare force constant k0, and lam = dh + Jab − Jaa + 2K, G = Jaa + Jbb − 2Jab − 4K, de = lam + Jab − 3K. The result is that singlet A+B = lam, A−B = lam − 2K and triplet A+B = lam − 4K, that each probe diverges only at the zero of its own block, and that at lam = 0 the RHF force constant has a simple pole, MP2 and CID have double poles c g²/lam², and FCI is finite. Working from the explicit 4×4 Hamiltonian in 60-digit arithmetic with Newton solutions and finite differences, the program asserts the Hessian eigenvalues, the three probe responses −4g²/eigenvalue, the Roothaan slope 1 − lam/de with its link between coupled and uncoupled response, and the closed forms for the RHF, MP2 and FCI force constants. It also asserts the double-pole coefficients, the position and first order of the FCI pole at lam*, the factor −1/2 for MP2 on the broken-symmetry branch, the chain-rule formulas for the MP2 derivatives, the exponents −1, −1, −3 and 1/2 at a fold, and the open gap of an attractive dimer. For Jaa = 0.8, Jbb = 0.5, Jab = 0.45, K = 0.05 Eh, g = 0.05 Eh/bohr and k0 = 0.3 Eh/bohr², the output gives k = −1.70 (RHF), −7.69 (MP2), −22.6 (CID) and 0.469 (FCI, even state) Eh/bohr² at lam = 0.005 Eh, and 2.30, −3.93, −21.2 and 0.425 at lam = −0.005 Eh. It gives c = −0.0611 Eh for MP2 and −0.221 Eh for CID, lam* = 0.0414 Eh, and a fold at q = 0.225 bohr for lam = −0.05 Eh.

## Numerical check

```python
# Poles of response properties at Hartree-Fock instabilities; two electrons, two orbitals a, b
# of different symmetry (hartree, bohr). h_a=0, h_b=dh, Jaa, Jbb, Jab, K=(ab|ab); a coordinate
# q adds g q (|a><b|+|b><a|) and k0 q^2/2. Occupied orbital cos(th) a + sin(th) b.
# lam = dh+Jab-Jaa+2K, G = Jaa+Jbb-2Jab-4K, de = lam+Jab-3K (orbital gap at th=0).
# Under test: singlet A+B = lam, A-B = lam-2K, triplet A+B = lam-4K; each probe sees only its
# own block; k_HF = k0-4g^2/lam; MP2 and CID force constants have double poles c g^2/lam^2;
# FCI is regular at lam=0 with a simple pole at a true crossing; at a fold MP2 goes as lam'^-3
# (lam' = singlet A+B in the relaxed orbitals). Reference side: explicit 4x4 Ms=0 Hamiltonian.
from mpmath import mp, mpf, mpc, matrix, sin, cos, sqrt, asin, atan, log
from scipy import constants as sc
mp.dps = 60
h, fd = mpf('1e-15'), mpf('1e-20')
g, k0, mass = mpf('0.05'), mpf('0.3'), 10.0
P = dict(aa=mpf('0.8'), bb=mpf('0.5'), ab=mpf('0.45'), K=mpf('0.05'))
D = dict(aa=mpf('0.4'), bb=mpf('0.4'), ab=mpf('0.4'), K=mpf('-0.05'))
R2 = range(2)
def close(a, b, tol): assert abs(a-b) <= tol*abs(b), (a, b)
def Gof(M): return M['aa']+M['bb']-2*M['ab']-4*M['K']
def dh(M, lam): return lam+M['aa']-M['ab']-2*M['K']
def eri(M, p, q, r, s):
    if p == q and r == s: return M['ab'] if p != r else (M['aa'], M['bb'])[p]
    return M['K'] if (p != q and r != s) else mpf(0)
def hcore(M, lam, off): return matrix([[0, off], [mp.conj(off), dh(M, lam)]])
def ham(M, ha, hb):
    H = matrix(4, 4)
    for p in R2:
        for q in R2:
            for r in R2:
                for s in R2:
                    H[2*p+q, 2*r+s] = ha[p, r]*(q == s)+hb[q, s]*(p == r)+eri(M, p, r, q, s)
    return H
def kron(u, v): return matrix([u[p]*v[q] for p in R2 for q in R2])
def orbs(th): return matrix([cos(th), sin(th)]), matrix([-sin(th), cos(th)])
def fock(M, lam, q, th):
    o = orbs(th)[0]; F = hcore(M, lam, g*q)
    for p in R2:
        for r in R2:
            F[p, r] += sum((2*eri(M, p, r, s, t)-eri(M, p, s, r, t))*o[s]*o[t] for s in R2 for t in R2)
    return F
def el(u, A, v): return (u.H*A*v)[0]
def fia(M, lam, q, th):
    o, v = orbs(th); return el(v, fock(M, lam, q, th), o)
def apb(M, lam, q, th):  # textbook singlet A+B from orbital energies and integrals
    o, v = orbs(th); F = fock(M, lam, q, th)
    mo = lambda a, b, c, d: sum(eri(M, p, r, s, t)*a[p]*b[r]*c[s]*d[t]
                                for p in R2 for r in R2 for s in R2 for t in R2)
    return el(v, F, v)-el(o, F, o)-mo(o, o, v, v)+3*mo(o, v, o, v)
def energies(M, lam, q, th, fci):
    for _ in range(40):
        st = fia(M, lam, q, th)*2*fd/(fia(M, lam, q, th+fd)-fia(M, lam, q, th-fd))
        th -= st
        if abs(st) < 1e-45: break
    assert abs(st) < 1e-45
    o, v = orbs(th); F = fock(M, lam, q, th); hc = hcore(M, lam, g*q)
    B = [kron(o, o), kron(o, v), kron(v, o), kron(v, v)]; H0 = ham(M, hc, hc)
    H = matrix(4, 4)
    for i in range(4):
        for j in range(4): H[i, j] = el(B[i], H0, B[j])
    gap = el(v, F, v)-el(o, F, o)
    out = [H[0, 0], -H[1, 0]**2/gap-H[2, 0]**2/gap-H[3, 0]**2/(2*gap),
           (H[0, 0]+H[3, 3])/2-sqrt((H[3, 3]-H[0, 0])**2/4+H[0, 3]**2), th]
    if fci:
        w, Q = mp.eigsy(H)
        out.append(min(w[n] for n in range(4) if Q[0, n]**2+Q[3, n]**2 > 0.5))
    return out
def derivs(M, lam, q=0, th=mpf(0), fci=False):  # order: HF, MP2 correlation, CID, theta, FCI
    a, b, c = (energies(M, lam, q+s, th, fci) for s in (h, 0, -h))
    return [(x-z)/(2*h) for x, z in zip(a, c)], [(x+z-2*y)/h**2 for x, y, z in zip(a, b, c)]
# derived closed forms
def Ehf(M, lam): return lambda t, q: M['aa']+2*lam*sin(t)**2+Gof(M)*sin(t)**4+2*g*q*sin(2*t)
def Wmp2(M, lam):
    def W(t, q):
        x, G = sin(t)**2, Gof(M); y = G*x*(1-x)
        Jii = M['aa']+x*(2*M['ab']+4*M['K']-2*M['aa'])+G*x*x
        return -(M['K']+y)**2/(2*(dh(M, lam)*cos(2*t)-2*g*q*sin(2*t)+2*M['ab']-M['K']+y-Jii))
    return W
def de(M, lam): return lam+M['ab']-3*M['K']
def mp2_sym(M, lam):
    K, G, e = M['K'], Gof(M), de(M, lam); return g*g*K*(K*(G+2*lam)-2*G*e)/(lam*e)**2
def fci_gap(M, lam): return sqrt((lam+Gof(M)/2)**2+M['K']**2)-Gof(M)/2-M['K']
def fci_sym(M, lam):
    return -4*g*g*(1-M['K']/sqrt((lam+Gof(M)/2)**2+M['K']**2))/fci_gap(M, lam)
# general complex unrestricted determinant, z = (Re za, Re zb, Im za, Im zb)
def det(z): return matrix([1, mpc(z[0], z[2])]), matrix([1, mpc(z[1], z[3])])
def Edet(H, z):
    f = kron(*det(z)); return (el(f, H, f)/(f.H*f)[0]).real
def resid(H, z):
    u, v = det(z); f = kron(u, v); r = H*f-Edet(H, z)*f; b = matrix([0, 1])
    ra, rb = (kron(b, v).H*r)[0], (kron(u, b).H*r)[0]
    return matrix([ra.real, rb.real, ra.imag, rb.imag])
def unit(i): return matrix([int(i == j) for j in range(4)])
def Estat(H):
    z = matrix(4, 1)
    for _ in range(20):
        Jc = matrix(4, 4)
        for i in range(4):
            col = (resid(H, z+fd*unit(i))-resid(H, z-fd*unit(i)))/(2*fd)
            for j in range(4): Jc[j, i] = col[j]
        st = mp.lu_solve(Jc, resid(H, z)); z -= st
        if mp.norm(st) < 1e-45: return Edet(H, z)
    raise AssertionError('no convergence')
def probe(M, lam, fa, fb):
    E = lambda s: Estat(ham(M, hcore(M, lam, fa*g*s), hcore(M, lam, fb*g*s)))
    return (E(h)+E(-h)-2*E(0))/h**2
f = float
K, G = P['K'], Gof(P)
print(f"Jaa,Jbb,Jab,K = {f(P['aa'])}, {f(P['bb'])}, {f(P['ab'])}, {f(K)} Eh")
print(f"g = {f(g)} Eh/bohr, k0 = {f(k0)} Eh/bohr^2, reduced mass = {mass} u")
print(f"G = {f(G):.4f} Eh, dh-lam = {f(dh(P, 0)):.4f} Eh, de(lam=0) = {f(de(P, 0)):.4f} Eh")
lam = mpf('0.07'); H = ham(P, hcore(P, lam, 0), hcore(P, lam, 0)); Hs = matrix(4, 4)
for i in range(4):
    for j in range(4):
        a, b = h*unit(i), h*unit(j)
        Hs[i, j] = (Edet(H, a+b)-Edet(H, a-b)-Edet(H, b-a)+Edet(H, -a-b))/(4*h*h)
ev = sorted(x/2 for x in mp.eigsy(Hs, eigvals_only=True))
for x, y in zip(ev, [lam-4*K, lam-2*K, lam-2*K, lam]): close(x, y, 1e-20)
print("lam = 0.07 Eh, half Hessian eigenvalues (Eh):", " ".join(f"{f(x):.4f}" for x in ev))
print("probe d2E/ds2 (Eh/bohr^2): lam(Eh)  real  imaginary  spin")
for lam in (mpf('0.001'), 2*K+mpf('0.001'), 4*K+mpf('0.001')):
    r = [probe(P, lam, 1, 1), probe(P, lam, mpc(0, -1), mpc(0, -1)), probe(P, lam, 1, -1)]
    for x, d in zip(r, (lam, lam-2*K, lam-4*K)): close(x, -4*g*g/d, 1e-15)
    print(f"  {f(lam):.3f} {f(r[0]):10.4f} {f(r[1]):10.4f} {f(r[2]):10.4f}")
lam = mpf('0.02')
def roothaan(t):
    w, Q = mp.eigsy(fock(P, lam, 0, t)); n = 0 if w[0] < w[1] else 1
    return atan(Q[1, n]/Q[0, n])
rho = (roothaan(h)-roothaan(-h))/(2*h); close(rho, 1-lam/de(P, lam), 1e-20)
eo = lambda q: 2*min(mp.eigsy(fock(P, lam, q, mpf(0)), eigvals_only=True))
unc = (eo(h)+eo(-h)-2*eo(0))/h**2; close(unc, -4*g*g/de(P, lam), 1e-20)
close(derivs(P, lam)[1][0], unc/(1-rho), 1e-18)
print(f"lam = 0.02 Eh: Roothaan slope = {f(rho):.4f}, 1/(1-slope) = {f(1/(1-rho)):.3f}")
print(f"  uncoupled {f(unc):.5f}, coupled {f(unc/(1-rho)):.5f} Eh/bohr^2")
cm = sc.physical_constants['hartree-inverse meter relationship'][0]/100
wn = lambda k: f"{cm*(abs(f(k))/(mass*sc.atomic_mass/sc.m_e))**0.5:.0f}"+("i" if k < 0 else "")
print(f"wavenumber for k0 alone = {wn(k0)} cm^-1")
print("symmetric branch: lam, de (Eh); k HF, MP2, CID, FCI (Eh/bohr^2); same four in cm^-1")
for s in ('0.3', '0.1', '0.02', '0.005', '-0.005', '-0.02'):
    lam = mpf(s); d1, d2 = derivs(P, lam, fci=True)
    close(d1[3], -g/lam, 1e-18); close(d2[0], -4*g*g/lam, 1e-18)
    close(d2[1], mp2_sym(P, lam), 1e-18); close(d2[4], fci_sym(P, lam), 1e-18)
    ks = [k0+d2[0], k0+d2[0]+d2[1], k0+d2[2], k0+d2[4]]
    print(f"  {s:>6} {f(de(P, lam)):.3f}", *[f"{f(k):.4f}" for k in ks], "|", *map(wn, ks))
e0 = de(P, 0); c = K*G*(K-2*e0)/e0**2; cc = -2*G+G*(G-2*K)/sqrt(G*G/4+K*K)
for lam in (mpf('1e-6'), mpf('-1e-6')):
    d2 = derivs(P, lam, fci=True)[1]
    close(d2[1]*lam**2/g**2, c, 1e-3); close(d2[2]*lam**2/g**2, cc, 1e-3)  # O(lam) remainder
    close(d2[4], fci_sym(P, 0), 1e-3)
print(f"c(MP2) = {f(c):.5f} Eh, c(CID) = {f(cc):.5f} Eh, |c|/4 = {f(abs(c)/4):.4f} Eh")
print(f"k FCI at lam -> 0: {f(k0+d2[4]):.4f} Eh/bohr^2")
ls = sqrt(G*G/4+G*K)-G/2; assert 0 < ls < K
w = sorted(mp.eigsy(ham(P, hcore(P, ls, 0), hcore(P, ls, 0)), eigvals_only=True))
assert abs(w[2]-w[1]) < 1e-40 and w[1]-w[0] > 0.01
kp, kq, km = (derivs(P, ls+mpf(s), fci=True)[1][4] for s in ('1e-4', '1e-5', '-1e-5'))
close(log(kq/kp)/log(10), 1, 1e-3); close(km, -kq, 1e-3)
print(f"FCI crossing lam* = {f(ls):.5f} Eh; (k-k0)(lam-lam*) = {f(kq)*1e-5:.6f} Eh^2/bohr^2")
for s in ('-0.005', '-1e-6'):
    lam = mpf(s); t0 = asin(sqrt(-lam/G)); lp = 2*abs(lam)*(1-abs(lam)/G)
    close(apb(P, lam, 0, t0), lp, 1e-30)
    d2 = derivs(P, lam, 0, t0)[1]; close(d2[0], -4*(g*cos(2*t0))**2/lp, 1e-12)
    print(f"broken branch lam = {s} Eh: theta = {f(t0):.5f} rad, lam' = {f(lp):.4e} Eh")
    print(f"  k HF {f(k0+d2[0]):.5g}, k MP2 {f(k0+d2[0]+d2[1]):.5g} Eh/bohr^2,"
          f" W'' lam^2/(c g^2) = {f(d2[1]*lam**2/(c*g*g)):.4f}")
close(d2[1]*lam**2/(c*g*g), mpf(-1)/2, 1e-3)
lam = mpf('-0.05'); E, W = Ehf(P, lam), Wmp2(P, lam)
qof = lambda t: -fia(P, lam, 0, t)/(g*cos(2*t))
def chain(t):
    q = qof(t); pd = lambda F, m, n: mp.diff(F, (t, q), (m, n))
    lp, V = apb(P, lam, q, t), g*cos(2*t); close(pd(E, 2, 0), 4*lp, 1e-20)
    tq = -V/lp; tqq = -(pd(E, 3, 0)*tq**2+2*pd(E, 2, 1)*tq)/(4*lp)
    d1, d2 = derivs(P, lam, q, t)
    close(d1[3], tq, 1e-8); close(d2[3], tqq, 1e-8); close(d2[0], -4*V*V/lp, 1e-8)
    close(d1[1], pd(W, 0, 1)+pd(W, 1, 0)*tq, 1e-8)
    close(d2[1], pd(W, 0, 2)+2*pd(W, 1, 1)*tq+pd(W, 2, 0)*tq**2+pd(W, 1, 0)*tqq, 1e-8)
    return q, lp, d2[0], d1[1], d2[1], -pd(W, 1, 0)*pd(E, 3, 0)*V*V/(4*lp**3)
r = chain(mpf('0.45'))
print(f"lam = -0.05 Eh, theta = 0.45 rad: q = {f(r[0]):.4f} bohr, lam' = {f(r[1]):.5f} Eh")
print(f"  E_HF'' = {f(r[2]):.5f}, W'' = {f(r[4]):.5f} Eh/bohr^2, W' = {f(r[3]):.6f} Eh/bohr")
lo, hi = mpf('0.1'), mpf('0.5')
for _ in range(80):
    mid = (lo+hi)/2
    if apb(P, lam, qof(mid), mid) < 0: lo = mid
    else: hi = mid
qc = qof(lo); assert qof(lo-mpf('1e-3')) < qc > qof(lo+mpf('1e-3'))
a, b = chain(lo+mpf('1e-4')), chain(lo+mpf('1e-5'))
sl = [log(abs(b[i]/a[i]))/log(b[1]/a[1]) for i in (2, 3, 4)]
half = log(b[1]/a[1])/log((qc-b[0])/(qc-a[0]))
for x, y in zip(sl+[half], (-1, -1, -3, 0.5)): close(x, y, 2e-3)
close(b[4], b[5], 1e-3)
print(f"fold: theta = {f(lo):.5f} rad, q_c = {f(qc):.5f} bohr")
print(f"  W_theta = {f(mp.diff(W, (lo, qc), (1, 0))):.5f} Eh, E_ttt = {f(mp.diff(E, (lo, qc), (3, 0))):.5f} Eh")
print("  log slopes vs lam': E_HF'', W', W'' =", *[f"{f(x):.4f}" for x in sl])
print(f"  log slope of lam' vs q_c-q = {f(half):.4f}; W''/leading term = {f(b[4]/b[5]):.5f}")
print(f"attractive dimer J = {f(D['aa'])}, K = {f(D['K'])} Eh: lam, gap (Eh); k HF, MP2, FCI (Eh/bohr^2)")
for s in ('0.005', '-0.005', '-0.05'):
    lam = mpf(s); d2 = derivs(D, lam, fci=True)[1]
    close(d2[0], -4*g*g/lam, 1e-18); close(d2[1], mp2_sym(D, lam), 1e-18)
    close(d2[4], fci_sym(D, lam), 1e-18)
    print(f"  {s:>6} {f(fci_gap(D, lam)):.4f} {f(k0+d2[0]):.4f} {f(k0+d2[0]+d2[1]):.4f} {f(k0+d2[4]):.4f}")
for n in range(1, 30):
    lam = 2*D['K']+mpf(n)/100
    w = sorted(mp.eigsy(ham(D, hcore(D, lam, 0), hcore(D, lam, 0)), eigvals_only=True))
    assert w[1]-w[0] > 0
    close(w[1]-w[0], sqrt((lam-2*D['K'])**2+D['K']**2)-abs(D['K']), 1e-30)
print("checks complete")
```

Running it gives:

```
Jaa,Jbb,Jab,K = 0.8, 0.5, 0.45, 0.05 Eh
g = 0.05 Eh/bohr, k0 = 0.3 Eh/bohr^2, reduced mass = 10.0 u
G = 0.2000 Eh, dh-lam = 0.2500 Eh, de(lam=0) = 0.3000 Eh
lam = 0.07 Eh, half Hessian eigenvalues (Eh): -0.1300 -0.0300 -0.0300 0.0700
probe d2E/ds2 (Eh/bohr^2): lam(Eh)  real  imaginary  spin
  0.001   -10.0000     0.1010     0.0503
  0.101    -0.0990   -10.0000     0.1010
  0.201    -0.0498    -0.0990   -10.0000
lam = 0.02 Eh: Roothaan slope = 0.9375, 1/(1-slope) = 16.000
  uncoupled -0.03125, coupled -0.50000 Eh/bohr^2
wavenumber for k0 alone = 890 cm^-1
symmetric branch: lam, de (Eh); k HF, MP2, CID, FCI (Eh/bohr^2); same four in cm^-1
     0.3 0.600 0.2667 0.2659 0.2655 0.2654 | 839 838 838 837
     0.1 0.400 0.2000 0.1891 0.1757 0.1651 | 727 707 681 661
    0.02 0.320 -0.2000 -0.5540 -1.3154 0.6077 | 727i 1210i 1864i 1267
   0.005 0.305 -1.7000 -7.6930 -22.5886 0.4691 | 2119i 4509i 7726i 1113
  -0.005 0.295 2.3000 -3.9338 -21.1633 0.4253 | 2465 3224i 7478i 1060
   -0.02 0.280 0.8000 0.3855 -0.9810 0.3844 | 1454 1009 1610i 1008
c(MP2) = -0.06111 Eh, c(CID) = -0.22111 Eh, |c|/4 = 0.0153 Eh
k FCI at lam -> 0: 0.4447 Eh/bohr^2
FCI crossing lam* = 0.04142 Eh; (k-k0)(lam-lam*) = -0.007071 Eh^2/bohr^2
broken branch lam = -0.005 Eh: theta = 0.15878 rad, lam' = 9.7500e-03 Eh
  k HF -0.62564, k MP2 2.5221 Eh/bohr^2, W'' lam^2/(c g^2) = -0.5151
broken branch lam = -1e-6 Eh: theta = 0.00224 rad, lam' = 2.0000e-06 Eh
  k HF -4999.6, k MP2 7.6384e+07 Eh/bohr^2, W'' lam^2/(c g^2) = -0.5000
lam = -0.05 Eh, theta = 0.45 rad: q = 0.1532 bohr, lam' = 0.04180 Eh
  E_HF'' = -0.09245, W'' = 0.17277 Eh/bohr^2, W' = 0.014595 Eh/bohr
fold: theta = 0.32696 rad, q_c = 0.22510 bohr
  W_theta = -0.02188 Eh, E_ttt = 1.15876 Eh
  log slopes vs lam': E_HF'', W', W'' = -1.0001 -1.0000 -3.0000
  log slope of lam' vs q_c-q = 0.5000; W''/leading term = 1.00001
attractive dimer J = 0.4, K = -0.05 Eh: lam, gap (Eh); k HF, MP2, FCI (Eh/bohr^2)
   0.005 0.0663 -1.7000 2.0740 0.0843
  -0.005 0.0574 2.3000 6.1296 0.0444
   -0.05 0.0207 0.5000 0.5410 -0.5243
checks complete
```
